# Envelope Equation and Space-Charge Force of a Uniform Round Ion Beam

## 1. Definitions and conventions

A steady beam of positive ions travels along \(z\). Each ion has charge \(q\), mass \(m\) and axial speed \(v\); the beam current is \(I\). The ions fill a circle of edge radius \(a(z)\) with uniform density. A prime denotes \(d/dz\). The transverse position of an ion is the two-dimensional vector \(\mathbf r=(x,y)\), its slope is \(\mathbf r'\), and \(r=|\mathbf r|\). Angle brackets denote an average over the ions passing a given \(z\).

An external focusing system supplies the linear transverse force \(-mv^2\kappa(z)\,\mathbf r\), which defines \(\kappa\), in m\(^{-2}\). The beam has no mean rotation. Its emittance is

\[
\varepsilon=2\left[\langle r^2\rangle\langle r'^2\rangle-\langle\mathbf r\cdot\mathbf r'\rangle^2\right]^{1/2},\qquad r'^2\equiv\mathbf r'\cdot\mathbf r' .
\]

In a round beam each plane contributes half of every average, so \(\varepsilon=4[\langle x^2\rangle\langle x'^2\rangle-\langle xx'\rangle^2]^{1/2}\). No factor \(\pi\) is included.

The result to be derived is

\[
a''+\kappa a-\frac{K}{a}-\frac{\varepsilon^2}{a^3}=0,\qquad
K=\frac{qI}{2\pi\varepsilon_0mv^3}.
\]

The dimensionless number \(K\) is the generalized perveance. The assumptions are small slopes, \(r'^2\ll1\); a radius that changes slowly along \(z\); non-relativistic ions of one species; no axial acceleration; and a beam potential too small to change \(v\) appreciably. Any conducting wall is round and concentric with the beam.

## 2. The field of the beam

The charge per unit length is \(\lambda=I/v\), because the charge \(I\,dt\) occupies the length \(v\,dt\). A circle of radius \(r<a\) encloses the fraction \(r^2/a^2\) of it. When the radius varies slowly, the flux through the ends of a short Gaussian cylinder is negligible, and Gauss's law gives

\[
2\pi rE_r=\frac{\lambda}{\varepsilon_0}\frac{r^2}{a^2}
\quad\Longrightarrow\quad
E_r=\frac{\lambda r}{2\pi\varepsilon_0a^2}\quad(r\le a).
\]

Outside, all the charge is enclosed and \(E_r=\lambda/(2\pi\varepsilon_0r)\). A round concentric wall adds no transverse field inside the beam.

The current also produces a magnetic field, \(B_\theta=\mu_0Ir/(2\pi a^2)\) inside the beam. The force \(q\mathbf v\times\mathbf B\) points inward and has magnitude \(qvB_\theta\). Relative to the electric force it is

\[
\frac{vB_\theta}{E_r}=\frac{v\mu_0I\,\varepsilon_0}{\lambda}=\mu_0\varepsilon_0v^2=\frac{v^2}{c^2}\equiv\beta^2 .
\]

It is dropped for slow ions.

## 3. From time to distance

At constant \(v\) and small slope, \(d/dt=v\,d/dz\), hence \(d^2\mathbf r/dt^2=v^2\mathbf r''\). Newton's law for an ion inside the beam is

\[
mv^2\mathbf r''=-mv^2\kappa\,\mathbf r+\frac{qI}{2\pi\varepsilon_0v}\frac{\mathbf r}{a^2}.
\]

Division by \(mv^2\) yields

\[
\mathbf r''=g(z)\,\mathbf r,\qquad g=-\kappa+\frac{K}{a^2}.
\]

One factor \(1/v\) in \(K\) comes from the line charge, and the other two come from the change of variable.

## 4. The envelope equation

For a uniform disc,

\[
\langle r^2\rangle=\frac{1}{\pi a^2}\int_0^a r^2\,2\pi r\,dr=\frac{a^2}{2},
\qquad\text{so}\qquad a^2=2\langle r^2\rangle .
\]

The average follows the same ions, so differentiation may be taken inside it. Differentiating once gives \(2aa'=4\langle\mathbf r\cdot\mathbf r'\rangle\), or

\[
aa'=2\langle\mathbf r\cdot\mathbf r'\rangle .
\]

Differentiating again gives

\[
a'^2+aa''=2\langle r'^2\rangle+2\langle\mathbf r\cdot\mathbf r''\rangle .
\]

The unknown \(\langle r'^2\rangle\) is eliminated with the emittance. Squaring its definition and inserting \(\langle r^2\rangle=a^2/2\) and \(\langle\mathbf r\cdot\mathbf r'\rangle=aa'/2\),

\[
\varepsilon^2=4\left[\frac{a^2}{2}\langle r'^2\rangle-\frac{a^2a'^2}{4}\right]
\quad\Longrightarrow\quad
2\langle r'^2\rangle=a'^2+\frac{\varepsilon^2}{a^2}.
\]

The force average follows from \(\mathbf r''=g\mathbf r\):

\[
2\langle\mathbf r\cdot\mathbf r''\rangle=2g\langle r^2\rangle=ga^2=-\kappa a^2+K .
\]

After substitution the terms \(a'^2\) cancel, leaving

\[
aa''=\frac{\varepsilon^2}{a^2}-\kappa a^2+K .
\]

Division by \(a\) gives the envelope equation. Both \(K/a\) and \(\varepsilon^2/a^3\) are positive contributions to \(a''\) and therefore push the edge outward.

## 5. What is inversely proportional to radius

Multiplied by \(mv^2\), the space-charge term becomes the force on an ion at the edge:

\[
F_{\text{edge}}=mv^2\frac{K}{a}=\frac{qI}{2\pi\varepsilon_0va}.
\]

At fixed current and speed it varies as \(1/a\). The charge per unit length does not change when the beam expands; it is merely seen from farther away.

This is a comparison between beams of different edge radius, or between successive positions of one expanding beam. Across a single beam the force grows linearly with \(r\). At a fixed interior point it varies as \(1/a^2\), since the enclosed fraction is \(r^2/a^2\). Direct summation of the Coulomb field over a disc confirms the distinction: doubling \(a\) from 20 to 40 mm multiplies the edge field by 0.5000 and the field at a fixed radius of 5 mm by 0.2500.

## 6. Constant emittance and persistent uniformity

The equation is closed only if \(\varepsilon\) is known. Write \(S=\langle r^2\rangle\), \(C=\langle\mathbf r\cdot\mathbf r'\rangle\) and \(P=\langle r'^2\rangle\). With \(\mathbf r''=g\mathbf r\),

\[
S'=2C,\qquad C'=P+gS,\qquad P'=2gC,
\]

and therefore

\[
(SP-C^2)'=2CP+2gSC-2C(P+gS)=0 .
\]

A linear force with the same coefficient \(g\) in both transverse planes thus conserves \(\varepsilon=2(SP-C^2)^{1/2}\). The self-force is linear as long as the density is uniform, so it remains to show that uniformity can persist.

For \(\varepsilon>0\) define the scaled variables

\[
\mathbf u=\frac{\mathbf r}{a},\qquad
\mathbf w=\frac{a\mathbf r'-a'\mathbf r}{\varepsilon}.
\]

The first derivative is \(\mathbf u'=(a\mathbf r'-a'\mathbf r)/a^2=\varepsilon\mathbf w/a^2\). In the second, the products \(a'\mathbf r'\) cancel:

\[
\mathbf w'=\frac{a\mathbf r''-a''\mathbf r}{\varepsilon}
=\frac{(ga-a'')\mathbf r}{\varepsilon}
=-\frac{\varepsilon\,\mathbf r}{a^3}
=-\frac{\varepsilon}{a^2}\mathbf u ,
\]

where the envelope equation was used in the form \(a''=ga+\varepsilon^2/a^3\). The motion is a rotation between \(\mathbf u\) and \(\mathbf w\), and

\[
(u^2+w^2)'=\frac{2\varepsilon}{a^2}\left(\mathbf u\cdot\mathbf w-\mathbf w\cdot\mathbf u\right)=0 .
\]

Let the ions initially fill the surface \(u^2+w^2=1\) evenly. The rotation maps this surface onto itself and leaves the filling even. The density in position is found by integrating over \(\mathbf w\):

\[
\int d^2w\;\delta(1-u^2-w^2)=\pi\int_0^\infty d(w^2)\,\delta(1-u^2-w^2)=\pi\quad(u<1),
\]

and it vanishes for \(u>1\). The density is uniform up to \(r=a\) at every \(z\), as the linear field requires. This is the Kapchinskij–Vladimirskij distribution.

A cold beam, \(\varepsilon=0\), has a simpler solution. If all ions start with slopes proportional to position, then \(\mathbf r(z)=\mathbf r(0)\,a(z)/a(0)\) satisfies \(\mathbf r''=g\mathbf r\), because \(a''=ga\). The disc expands or contracts uniformly, and trajectories do not cross as long as \(a>0\). With \(K>0\) the radius cannot reach zero; without space charge, a converging cold beam can come to a point, where all trajectories meet.

The derivation can be compared with tracked particles whose self-force is obtained by counting the charge inside each particle's radius, without assuming uniformity. In a dimensionless case with initial radius 1, initial edge slope 0.3, \(K=0.5\), \(\varepsilon=0.7\), \(\kappa=0.8\) and length 3, the tracked radius differs from the envelope solution by at most 0.023 % of the latter.

## 7. Other round profiles

Suppose the density is round but not uniform, and let \(N(r)\) be the fraction of charge within \(r\). Gauss's law gives a self-force contribution \(\mathbf r''_{\text{self}}=KN(r)\,\mathbf r/r^2\), so

\[
\langle\mathbf r\cdot\mathbf r''_{\text{self}}\rangle=K\langle N\rangle=K\int_0^1N\,dN=\frac K2 .
\]

This is the value found for the uniform beam. If \(a\) is now defined by \(a^2=2\langle r^2\rangle\), the steps of part 4 go through and the term \(K/a\) is unchanged. Two things are lost in general: \(a\) need not be the edge, and \(\varepsilon\) need not be constant, because the self-force is nonlinear in \(r\).

## 8. Drift without focusing

Set \(\kappa=0\) and multiply the envelope equation by \(a'\):

\[
a'a''=K\frac{a'}{a}+\varepsilon^2\frac{a'}{a^3}.
\]

Every term is a derivative. Integration from the entry, where \(a=a_0\) and \(a'=a_0'\), followed by multiplication by 2, gives

\[
a'^2=a_0'^2+2K\ln\frac{a}{a_0}+\varepsilon^2\left(\frac1{a_0^2}-\frac1{a^2}\right).
\]

The logarithm comes from integrating the \(1/a\) force over radius; it represents potential energy released as the beam expands.

**Space charge alone.** For a cold beam starting parallel, \(a'=\sqrt{2K\ln(a/a_0)}\). Put \(t=\sqrt{\ln(a/a_0)}\), so that \(a=a_0e^{t^2}\) and \(da=2a_0te^{t^2}dt\). Then

\[
dz=\frac{da}{\sqrt{2K}\,t}=a_0\sqrt{\frac2K}\,e^{t^2}dt,
\qquad
z=a_0\sqrt{\frac2K}\int_0^{\sqrt{\ln(a/a_0)}}e^{t^2}dt .
\]

For doubling, the upper limit is \(\sqrt{\ln2}\) and the integral is 1.073, so \(z_2=1.52\,a_0/\sqrt K\).

**Emittance alone.** With \(K=0\) and \(a_0'=0\),

\[
(a^2)''=2a'^2+2aa''=2\varepsilon^2\left(\frac1{a_0^2}-\frac1{a^2}\right)+\frac{2\varepsilon^2}{a^2}=\frac{2\varepsilon^2}{a_0^2},
\]

so \(a^2=a_0^2+\varepsilon^2z^2/a_0^2\).

The two outward terms are equal when \(K/a=\varepsilon^2/a^3\), that is, at \(a=\varepsilon/\sqrt K\). Space charge dominates in larger beams and emittance in smaller ones.

## 9. Perveance as a voltage ratio

The potential drop from centre to edge is

\[
\Delta\phi=\int_0^aE_r\,dr=\frac{\lambda}{2\pi\varepsilon_0a^2}\frac{a^2}{2}=\frac{I}{4\pi\varepsilon_0v}.
\]

It does not depend on \(a\). Let the kinetic energy be \(mv^2/2=qV\). Replacing \(mv^2\) by \(2qV\) in \(K\),

\[
K=\frac{qI}{2\pi\varepsilon_0v\,(2qV)}=\frac{I}{4\pi\varepsilon_0vV}=\frac{\Delta\phi}{V}.
\]

Since \(v=\sqrt{2qV/m}\), \(K\propto I\sqrt{m/q}\,V^{-3/2}\). At fixed current and ion species, lowering the energy strengthens the space-charge term.

## 10. Partial neutralization

Let slow electrons with the ions' radial profile supply the line charge \(-f\lambda\), with \(f\) constant along the drift. Fields add, so the electric self-force is multiplied by \(1-f\), and

\[
K\to(1-f)K .
\]

The electrons are taken to carry no current, so the magnetic force is not reduced. Including it would give the factor \(1-f-\beta^2\); neglecting it in the space-charge term requires \(1-f\gg\beta^2\).

Equal profiles are an idealization. Trapped electrons of temperature \(T_e\) rearrange themselves to screen the field over a Debye length, which for the beam of part 11 is about 1 to 3 mm at 1 to 10 eV, well below its radius. The interior is then almost field-free and the residual field is concentrated in a layer at the edge. Such a force is not linear in \(r\), so \(\varepsilon\) need not be conserved and a single \(f\) is only an effective parameter.

## 11. A low-energy boron beam

Take singly charged boron-11 at 10 keV and 5 mA, entering a field-free drift of 300 mm parallel, with \(a_0=20\) mm and \(\varepsilon=100\) mm mrad \(=10^{-4}\) m. The speed is \(4.187\times10^5\) m/s, so

\[
\lambda=\frac{5\times10^{-3}}{4.187\times10^5}\ \text{C/m}=11.94\ \text{nC/m}.
\]

The potential drop is 107.3 V, and

\[
K=\frac{107.3}{10\,000}=0.01073,\qquad
\frac{K}{a_0}=\frac{0.01073}{0.020}=0.537\ \text{m}^{-1}.
\]

The emittance term at entry is \(10^{-8}/(8\times10^{-6})=0.00125\) m\(^{-1}\), over 400 times smaller. The two would balance at a radius of 0.97 mm.

Without neutralization the beam reaches 40.9 mm, with an edge slope of 124 mrad. The cold-beam doubling distance, 293 mm, is accordingly close to the drift length. Holding the initial acceleration fixed would give \(20+\tfrac12(0.537)(0.300)^2\times10^3=44.2\) mm. This is too large because the force falls as the beam expands.

With the other inputs fixed, neutralization changes the final radius as follows.

| \(f\) | Final radius (mm) |
|---|---:|
| 0 | 40.9 |
| 0.90 | 22.4 |
| 0.99 | 20.3 |
| 1 | 20.06 |

The last entry agrees with the emittance formula: \(\varepsilon z/a_0=1.5\) mm and \(\sqrt{20^2+1.5^2}=20.06\) mm.

Particle tracking for \(f=0\) gives the same 40.9 mm, a final emittance of 99.9 mm mrad and \(\langle r^4\rangle/\langle r^2\rangle^2=1.333\). A uniform disc has \((a^4/3)/(a^2/2)^2=4/3\). A parabolic initial profile with the same second moments ends at \(\sqrt{2\langle r^2\rangle}=41.0\) mm, although its emittance grows to 294 mm mrad (the last digit shifts by about 1 with the particle sample). Even at the initial radius, that emittance would contribute only \(0.00125\times2.94^2=0.011\) m\(^{-1}\), about 2 % of \(K/a_0\), which is why the radius hardly changes.

## 12. Size of the neglected effects

In a grounded pipe of radius \(b=60\) mm, the potential on the axis is the internal drop plus \((\lambda/2\pi\varepsilon_0)\ln(b/a)=2\Delta\phi\ln(b/a)\). At entry this gives

\[
\phi_{\text{axis}}=107.3\,(1+2\ln3)\ \text{V}=343\ \text{V},
\]

or 3.4 % of the beam voltage, if 10 keV is the energy at ground potential. Using the correspondingly reduced speed for all ions throughout the drift raises the final radius to 41.9 mm, or 2.4 %. This is a high estimate, since the potential is lower off axis and falls as the beam expands.

The neglected axial part of Poisson's equation is estimated from \(\phi_{\text{axis}}=\Delta\phi[1+2\ln(b/a)]\). Its second derivative has magnitude \(2\Delta\phi|aa''-a'^2|/a^2\), while \(\rho/\varepsilon_0=\lambda/(\pi\varepsilon_0a^2)=4\Delta\phi/a^2\). On the axis the ratio, \(|aa''-a'^2|/2\), is at most 0.54 % along this drift. Off the axis the potential inside the beam is \(\Delta\phi[1-r^2/a^2+2\ln(b/a)]\); differentiating it twice at fixed \(r\) and then setting \(r=a\) gives the ratio \(a'^2\), which reaches 1.5 % at the exit. Half the squared final edge slope, which is the relative difference between the total and axial speeds of an edge ion, is 0.77 %. The magnetic force is \(2\times10^{-6}\) of the electric force.

## 13. Relation to an implanter

The energy and current lie in the rough regime of high-current, low-energy boron implantation. The 300 mm drift represents one section of a beamline, which as a whole is longer. One assumption that can fail badly in such a machine is the absence of electrons: ions ionize residual gas, and the beam potential can retain the electrons. In this model, \(f=0.99\) moves the final radius from 40.9 to 20.3 mm, far more than the corrections in part 12. The value \(f=0.99\) leaves a centre-to-edge drop of only about 1 V; thermal electrons leave a drop of order \(k_BT_e/e\), so electrons of several eV correspond to a smaller effective \(f\) and a somewhat larger radius. Real beams may also be neither round nor uniform, and \(f\) may vary with radius and along the path.

For gas density \(n\) and ionization cross section \(\sigma\), each ion creates electrons at the rate \(n\sigma v\). If every electron is retained and the slow gas ions leave, ionization by the beam ions alone neutralizes the beam in about \(1/(n\sigma v)\). The output calls this the shortest build-up time, but it is not a strict lower limit: trapped electrons can gain enough energy in the beam potential to ionize gas themselves, which shortens the build-up. At \(10^{-5}\) Torr and 300 K, with a rough \(\sigma=10^{-15}\) cm\(^2\), this is roughly 70 µs. This \(\sigma\) is an assumed value; the cross section for producing electrons may be much smaller at this ion speed, and the build-up then takes longer. A beam switched on for much less than the actual build-up time would remain largely unneutralized if gas ionization were its only electron source.

The same rough cross section, used for charge exchange, converts a fraction \(1-e^{-n\sigma L}\approx1\,\%\) of the ions to neutral atoms over the drift length \(L\). If these atoms reach the wafer while a current measurement after the drift counts only the ions, the inferred dose is low by the same fraction. This figure is only as good as the assumed \(\sigma\) and pressure: charge exchange of B\(^+\) with common residual gases is far from resonance, the cross section at this speed may be much smaller, and \(\sigma=10^{-16}\) cm\(^2\) would give 0.1 %. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Boron atomic mass (input): 11.0093 u
Beam energy (input): 10.0 keV
Beam current (input): 5.0 mA
Initial edge radius (input): 20.0 mm
Initial edge slope (input): 0 mrad
Emittance (input): 100 mm mrad
Drift length (input): 300 mm
Ion speed: 4.1867e+05 m/s
Line charge: 11.942 nC/m
Edge field at entry: 10.733 kV/m
Edge field ratio, radius doubled: 0.5000
Fixed inner point, same doubling: 0.2500
Centre-to-edge potential drop: 107.3 V
Perveance K: 0.01073 (dimensionless)
Space-charge term K/a at entry: 0.5367 1/m
Emittance term at entry: 0.00125 1/m
Radius where terms balance: 0.965 mm
Cold-beam doubling distance: 292.8 mm
Final radius, f = 0.00: 40.918 mm
Final radius, f = 0.90: 22.421 mm
Final radius, f = 0.99: 20.297 mm
Final radius, f = 1.00: 20.056 mm
Final edge slope, f = 0: 124.0 mrad
Final radius from particles: 40.917 mm
Final emittance from particles: 99.9 mm mrad
Final <r^4>/<r^2>^2, particles: 1.3334
Focused test, largest radius error: 0.023 %
Pipe radius (input): 60 mm
Axis potential at entry: 343.2 V
Axis potential / beam voltage: 3.43 %
Final radius with slowed-beam K: 41.912 mm
Magnetic / electric force: 1.95e-06
Half squared final slope: 0.77 %
Largest axial field term: 0.54 %
Parabolic start, final 2*x_rms: 40.974 mm
Parabolic start, final emittance: 294 mm mrad
Gas pressure (input): 1e-05 Torr
Gas temperature (input): 300 K
Rough cross section (input): 1e-15 cm2
Charge-exchange loss in drift: 0.96 %
Shortest electron build-up time: 74 us
```
